# The mobility scale ea²/ħ and the edge of band transport

**A hot, narrow band**

Take a carrier on a chain of sites with spacing \(a\) and transfer energy \(J\) between neighbours. Its band is \(\varepsilon(k)=-2J\cos ka\). The algebra uses atomic units, \(\hbar=e=m_e=1\), and \(kT\) always denotes the thermal energy. The charge is taken as positive, so that force and field \(F\) are the same.

If \(kT\gg J\), all wavevectors are equally populated. The velocity is \(v=d\varepsilon/dk=2Ja\sin ka\), and since \(\sin^2\) averages to one half,

\[
\langle v^2\rangle=2J^2a^2,\qquad v_{\rm rms}=\sqrt2\,Ja .
\]

Let the velocity be forgotten after a mean time \(\tau\). The diffusion coefficient is then \(D=\langle v^2\rangle\tau\). A band picture needs a carrier that travels at least about one spacing between collisions. At the edge, \(\tau=a/v_{\rm rms}\), so \(D=a\,v_{\rm rms}=\sqrt2\,Ja^2\). The Einstein relation \(\mu=D/kT\) gives

\[
\mu^*=\sqrt2\,\frac{J}{kT}\,a^2 .
\]

The scale \(a^2\) is already visible, and so is its condition: the prefactor is of order one only when \(J\) is comparable with \(kT\).

**The estimate on an envelope**

A quicker argument removes \(J\) altogether. Suppose the carrier moves one spacing in the thermal time \(1/kT\). Then \(D\sim a^2kT\), and the temperature cancels in \(\mu=D/kT\sim a^2\). In ordinary units this is \(ea^2/\hbar\).

For \(a=0.5\) nm, or 9.4486 bohr, \(a^2=89.277\) atomic units. One atomic unit of mobility is 0.042544 cm²/Vs, so

\[
\frac{ea^2}{\hbar}=89.277\times0.042544=3.8\ \mathrm{cm^2/Vs},
\]

or about 4 cm²/Vs. The square matters: the scale is 2.4 cm²/Vs for 0.4 nm and 7.4 cm²/Vs for 0.7 nm.

**The controlled derivation**

Now let \(J/kT\) be arbitrary. The assumptions are a dilute (non-degenerate) carrier gas, a weak uniform field, and one scattering time \(\tau\) for all \(k\). If the band energy is a sum of separate terms for the different directions, the Boltzmann factor is a product and the transverse motion drops out of the averages.

In the steady state the Boltzmann equation reads

\[
F\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau},\qquad f_0\propto e^{-\varepsilon/kT}.
\]

To first order in \(F\), \(f\) may be replaced by \(f_0\) on the left. Because \(\partial f_0/\partial k=-(v/kT)f_0\),

\[
f=f_0\left(1+\frac{F\tau v}{kT}\right),\qquad
\mu=\frac{\langle v\rangle}{F}=\frac{\tau\langle v^2\rangle}{kT},
\]

where the last average is over \(f_0\); the average of \(v\) itself over \(f_0\) vanishes by symmetry.

Set \(\theta=ka\) and \(z=2J/kT\), so that \(f_0\propto e^{z\cos\theta}\). Since \(\sin\theta\,e^{z\cos\theta}=-z^{-1}\,d(e^{z\cos\theta})/d\theta\), integration by parts over a full period gives

\[
\int\sin^2\theta\,e^{z\cos\theta}d\theta=\frac1z\int\cos\theta\,e^{z\cos\theta}d\theta .
\]

With the modified Bessel functions \(I_n(z)=(2\pi)^{-1}\int_0^{2\pi}\cos n\theta\,e^{z\cos\theta}d\theta\), this means \(\langle\sin^2\theta\rangle=I_1/(zI_0)\). Using \(2J=z\,kT\) in \(v=2Ja\sin\theta\),

\[
\langle v^2\rangle=(a\,kT)^2z^2\,\frac{I_1}{zI_0}=(a\,kT)^2g^2,\qquad
g(z)=\sqrt{\frac{zI_1(z)}{I_0(z)}} .
\]

Thus \(v_{\rm rms}=a\,kT\,g\). The edge condition \(v_{\rm rms}\tau=a\) requires \(\tau^*=1/(g\,kT)\), and

\[
\boxed{\mu^*=\frac{\tau^*\langle v^2\rangle}{kT}=a^2g(z)\;\longrightarrow\;\frac{ea^2}{\hbar}\,g\!\left(\frac{2J}{kT}\right)}
\]

At fixed \(J\) and \(T\) the mobility is proportional to \(\tau\). The nominal mean free path in units of \(a\) is therefore \(\mu/\mu^*\).

**Two limits and the matching point**

For \(z\ll1\), \(I_0\approx1\) and \(I_1\approx z/2\), so \(g\approx z/\sqrt2=\sqrt2J/kT\), the opening result. For \(z\gg1\), \(I_1/I_0\to1\) and \(g\to\sqrt{2J/kT}\). Expanding the band about its minimum gives \(-2J+Ja^2k^2\), hence an effective mass \(m=1/(2Ja^2)\). The wide-band edge is then

\[
\mu^*\to a^2\sqrt{\frac{2J}{kT}}=\frac{a}{\sqrt{m\,kT}} .
\]

The ratio \(I_1/I_0\) is the thermal mean of \(\cos\theta\). Its derivative with respect to \(z\) is the variance of \(\cos\theta\), which is positive, so \(g\) rises steadily and equals one at a single point, \(z=1.608\). At 300 K, where \(kT=0.02585\) eV, this means \(J=0.021\) eV and a bandwidth \(4J=0.083\) eV, about \(3.2\,kT\). For such a band the bare \(ea^2/\hbar\) is the edge as defined here.

At the same point \(\tau^*=1/kT\), or 25 fs. A second criterion, that the collision broadening \(1/\tau\) equal \(kT\), then gives the same answer. In general it gives

\[
\mu=\frac{\langle v^2\rangle}{(kT)^2}=a^2g^2 ,
\]

which differs from the path criterion by one factor of \(g\). In a wide band the broadening criterion is the stricter: the Boltzmann treatment becomes doubtful before the path has shrunk to one spacing. In a very narrow band it is too lenient, because a broadening of \(kT\) would exceed the whole bandwidth.

**What happens at the edge**

The Boltzmann equation cannot describe its own breakdown. A chain in which environmental noise destroys phase relations between sites at a rate \(\Gamma\) can be followed through the crossover. Its density matrix obeys

\[
\dot\rho=-i[H,\rho]-\Gamma(\rho-\rho_{\rm diag}),\qquad H=-J(T+T^\dagger),
\]

where \(T\) moves the carrier one site to the right. This noise acts as an infinitely hot environment, so the model is relevant for \(kT\gg J\).

For an operator \(A\), \(d\langle A\rangle/dt=\langle i[H,A]\rangle-\Gamma\langle A_{\rm off}\rangle\), where \(A_{\rm off}\) is the part that connects different sites. From \([T,x]=-aT\) and \([T^\dagger,x]=aT^\dagger\),

\[
v=i[H,x]=iJa(T-T^\dagger),\qquad v^2=J^2a^2(2-T^2-T^{\dagger2}).
\]

Let \(Q=xv+vx=i[H,x^2]\). It connects neighbouring sites only, and \([H,v]=0\), so

\[
\frac{d\langle x^2\rangle}{dt}=\langle Q\rangle,\qquad
\frac{d\langle Q\rangle}{dt}=2\langle v^2\rangle-\Gamma\langle Q\rangle .
\]

Start the carrier on one site, taken as \(x=0\). Then \(\langle T^2\rangle\) is zero initially; because \(T^2\) commutes with \(H\), its mean can only decay, and it stays zero. Hence \(\langle v^2\rangle=2J^2a^2\) at all times. Integrating twice,

\[
\langle x^2\rangle=2D\left[t-\frac{1-e^{-\Gamma t}}{\Gamma}\right],\qquad D=\frac{2J^2a^2}{\Gamma}.
\]

This holds in the model for every \(\Gamma>0\). The path is \(v_{\rm rms}/\Gamma=\sqrt2Ja/\Gamma\). It equals \(a\) at \(\Gamma=\sqrt2J\), where \(D=\sqrt2Ja^2\), as in the opening case. The diffusion coefficient has no break there.

What changes is the character of the motion. For \(\Gamma\gg J\) the coherence between neighbours follows the populations \(p_n\). Setting its time derivative to zero and dropping the smaller coherences between more distant sites gives

\[
\rho_{n,n+1}\approx\frac{iJ}{\Gamma}(p_{n+1}-p_n).
\]

This bond contributes \(2J\,{\rm Im}\,\rho_{n,n+1}=(2J^2/\Gamma)(p_{n+1}-p_n)\) to \(\dot p_n\). The carrier hops to each neighbour at the rate \(2J^2/\Gamma\), and a random walk with this rate has the same \(D\).

The difference can be seen at the moment when \(\langle x^2\rangle=a^2\). A random walker is then still on its first site with probability 0.466. Propagating the density matrix gives 0.320 for a path of \(7.1a\), 0.362 for a path of \(a\), and 0.465 for a path of \(0.035a\). The edge lies within a gradual change from wave-like spreading to hopping.

**Reading a mobility**

For \(a=0.5\) nm and 300 K the edge depends on the transfer energy as follows.

| \(J\) (eV) | \(g\) | \(\mu^*\) (cm²/Vs) |
|---|---|---|
| 0.005 | 0.27 | 1.0 |
| 0.02 | 0.97 | 3.7 |
| 0.05 | 1.82 | 6.9 |
| 0.10 | 2.69 | 10.2 |

A mobility of 2 cm²/Vs lies below \(ea^2/\hbar\), yet for \(J=0.005\) eV it corresponds to a path of about two spacings. A mobility of 5 cm²/Vs lies above it, yet for \(J=0.1\) eV the nominal path is only half a spacing. Such a value is a sign that the band description has failed, not a measured distance. Nor does it identify the mechanism that replaces band motion.

The choice of criterion matters as well. For \(J=0.1\) eV the broadening criterion gives \(3.8\times2.687^2\approx27\) cm²/Vs instead of 10. If the path rather than the time is the same for all \(k\), then \(\tau(k)=a/|v|\) and \(\mu=a\langle|v|\rangle/kT\), which lowers the edge by a factor 0.81 for this \(J\) (0.90 for \(J=0.005\) eV). With a sideways transfer energy of 0.02 eV and equal spacing, using the total speed in the path condition gives the factor \(2.687/\sqrt{2.687^2+0.970^2}=0.94\). With \(J\) held fixed, the edge is 12.7 cm²/Vs at 200 K and 8.7 cm²/Vs at 400 K.

**Beside a real crystal**

Rubrene, a high-mobility molecular crystal, has a transfer energy of roughly 0.1 eV and a room-temperature mobility of roughly 10 cm²/Vs along its best direction. The spacing there is nearer 0.7 nm than 0.5 nm, which raises the edge to \(7.44\times2.687\approx20\) cm²/Vs. The nominal path is then about half a spacing; with 0.5 nm it would be 0.98 spacing. On either figure the crystal is not safely inside the band regime.

One assumption that clearly fails is that of a rigid lattice. Thermal motion makes \(J\) fluctuate; a spread of 0.03 eV is used here as a rough value. In frozen snapshots of a chain with \(J=0.1\) eV and independent fluctuations on each bond, a thermally occupied state covers on average 6.5 sites. The rms velocity rises by a factor of about 1.55, uncertain by some 0.02 from sampling and chain length, which would formally move the 0.5 nm edge to about 16 cm²/Vs. That number should not be read as a better threshold. In a perfect chain the states at \(k\) and \(-k\) have the same energy and can form running waves. In a disordered snapshot the levels are in general not degenerate, so each eigenstate is real up to a constant phase and its mean velocity is zero. A large \(\langle v^2\rangle\) then need not mean travel. Once states are localized on this scale, transport depends on how the lattice motion releases them, which a single \(\tau\) does not describe. The figure of 6.5 sites belongs to one dimension. In a layer with a sideways transfer energy of 0.02 eV that fluctuates in the same proportion, a state on a periodic patch of \(40\times16\) sites covers about 50 sites and some 15 spacings along the chain, values that the patch size may still limit. The chain therefore overstates the localization in a layered crystal.

Fast molecular vibrations have a separate effect. Let a carrier displace a local oscillator of quantum \(\omega\), gaining the polaron energy \(E_p=\gamma^2\omega\). A transfer must remove one displacement and create another, so \(J\) is multiplied by two thermal averages of \(e^{\pm\gamma(b^\dagger-b)}\). The exponent is Gaussian with \(\langle(b^\dagger-b)^2\rangle=-\coth(\omega/2kT)\), and each average is the exponential of half the variance. Together,

\[
J\to J\exp\left[-\frac{E_p}{\omega}\coth\frac{\omega}{2kT}\right].
\]

For \(E_p=0.05\) eV and \(\omega=0.17\) eV the factor is 0.745, and the 0.5 nm edge would fall from 10.2 to 8.7 cm²/Vs. The averaging presumes vibrations fast compared with the transfer. Here \(\omega\) exceeds \(J\) but not the bandwidth, and the formula overestimates the effect: to second order in the coupling, the curvature at the bottom of the band of a chain with \(J=0.1\) eV falls by only about 10 %.

The carrier density and driving field of a transistor matter less for the numbers used here. A sheet density of \(10^{13}\) cm⁻² in one layer puts 0.025 carriers on each site of a square 0.5 nm lattice, shared between two spin states. With a sideways transfer energy of 0.02 eV in the layer, Fermi statistics, with speeds weighted by \(-\partial f/\partial\varepsilon\), then change the edge by a factor 0.95. An area of about 0.5 nm² per molecule, as in rubrene, doubles the filling, and with the same transfer energies the factor becomes about 0.9. For the field, multiply the full Boltzmann equation by \(\sin\theta\) and \(\cos\theta\) and integrate. With \(b=Fa\tau\),

\[
\langle\sin\theta\rangle=b\langle\cos\theta\rangle,\qquad
\langle\cos\theta\rangle=\langle\cos\theta\rangle_0-b\langle\sin\theta\rangle ,
\]

so the mobility is multiplied by \(1/(1+b^2)\). At 0.1 MV/cm the potential drop per spacing is 0.005 eV. At the edge \(b=0.005/(2.687\times0.02585)=0.072\), and the reduction is about 0.5 % of the weak-field mobility.

The figure of 4 cm²/Vs is thus a sound scale for a 0.5 nm lattice whose bandwidth is a few \(kT\). Using it to classify a particular material requires at least the transfer energy and the temperature, and in a soft crystal also the size of the lattice fluctuations.

## Values computed for the example and the checks

```
spacing a = 0.50 nm; temperature = 300 K
thermal energy kT = 0.02585 eV
spacing in atomic units = 9.4486 bohr
a^2 in atomic units = 89.277
atomic unit of mobility = 0.042544 cm2/Vs
scale e a^2/hbar = 3.798 cm2/Vs
scale for a = 0.4 nm: 2.43 cm2/Vs
scale for a = 0.7 nm: 7.44 cm2/Vs
g = 1 at z = 2J/kT = 1.6083
  there J = 0.0208 eV, bandwidth 4J = 0.0832 eV
  there 4J/kT = 3.217
  there tau = 25.46 fs
J = 0.005 eV: z = 0.387, g = 0.271, edge mobility = 1.03 cm2/Vs
J = 0.020 eV: z = 1.547, g = 0.970, edge mobility = 3.68 cm2/Vs
J = 0.050 eV: z = 3.868, g = 1.822, edge mobility = 6.92 cm2/Vs
J = 0.100 eV: z = 7.736, g = 2.687, edge mobility = 10.20 cm2/Vs
dephasing chain, chance to be on first site when spread = a^2:
  hbar Gamma/J = 0.200, path/a = 7.071: 0.3195
  hbar Gamma/J = 1.414, path/a = 1.000: 0.3618
  hbar Gamma/J = 40.000, path/a = 0.035: 0.4654
  random walk of the same spread: 0.4658
Example crystal J = 0.10 eV, edge = 10.20 cm2/Vs
  tau at the edge = 9.48 fs
  mobility 1 cm2/Vs: nominal path/a = 0.098
  mobility 10 cm2/Vs: nominal path/a = 0.980
  edge at 200 K = 12.65 cm2/Vs
  edge at 400 K = 8.72 cm2/Vs
  constant path, not constant time: factor 0.812
  side transfer energy = 0.02 eV
  total speed in the criterion: factor 0.941
  sheet density = 1.0e+13 cm^-2, carriers per site = 0.0250
  degeneracy: edge changes by factor 0.946
  field = 0.1 MV/cm, drop per spacing = 0.0050 eV
  field: mobility factor at the edge 0.9948
  polaron energy = 0.05 eV, vibration = 0.17 eV
  polaron narrowing of J: factor 0.745, J = 0.0745 eV
  edge with narrowed J = 8.69 cm2/Vs
  rms spread of J by thermal motion = 0.03 eV
  frozen disorder: v_rms factor 1.543
  frozen disorder: sites covered by a state = 6.5
```
